# Charge and capacitance of a gated ribbon from a logarithmic image kernel

A conducting ribbon 40 nm wide lies 10 nm above a gate. If it is cut into 320 equal strips, its computed capacitance is wrong by $7.4\times10^{-4}$ of its value. With 40 strips, suitably narrowed towards the edges, the error is $3.3\times10^{-4}$. Eight times fewer unknowns thus give less than half the error. Both calculations integrate the kernel exactly over each strip, so the gain comes from the mesh alone: narrow edge strips suit a charge that is singular at the edges. The kernel is singular too, and that difficulty must be cured first.

## The equation to be solved

The ribbon is infinitely long, has zero thickness and width $w$, and is an equipotential at height $d$ above an infinite grounded gate. The permittivity is $\varepsilon$ everywhere above the gate. Let $\sigma(x)$ be the sum of the charge densities on the two faces, with $x$ measured from the centre line. Charges are quoted as magnitudes.

A line charge $\lambda$ has potential $-(\lambda/2\pi\varepsilon)\ln r$. An image $-\lambda$ at depth $d$ below the gate surface makes that surface an equipotential at zero. For a source at $x'$ and a field point $x$ on the ribbon, the distances are $|x-x'|$ and $\sqrt{(x-x')^2+4d^2}$, so
$$V=\frac1{2\pi\varepsilon}\int_{-w/2}^{w/2}\sigma(x')\left[\tfrac12\ln\big((x-x')^2+4d^2\big)-\ln|x-x'|\right]dx'.$$
With $s=\sigma/(\varepsilon V)$, an inverse length, the left side becomes 1 and the capacitance per length is $C=\varepsilon\int s\,dx$.

## First failure: the kernel on its own cell

Divide the ribbon into $N$ cells of widths $h_j$ and midpoints $\xi_j$, with constant $s_j$ in each, and impose the equation at the midpoints. The naive matrix replaces each cell by a line charge at its midpoint. Its diagonal contains $\ln 0$ and is infinite.

The singularity is integrable. The function
$$F_a(u)=\tfrac12u\ln(u^2+a^2)-u+a\arctan(u/a)$$
has derivative
$$\tfrac12\ln(u^2+a^2)+\frac{u^2}{u^2+a^2}-1+\frac{a^2}{u^2+a^2}=\tfrac12\ln(u^2+a^2),$$
and for $a=0$ it reduces to $F_0=u\ln|u|-u$. The self-cell therefore gives
$$\int_{-h/2}^{h/2}\ln|u|\,du=h\left[\ln(h/2)-1\right].$$

It is tempting to stop there and keep midpoint values off the diagonal. To find the cost, take locally equal cells and $M$ neighbours on each side. The midpoint sum minus the true integral is
$$2h\left[\ln M!-\int_{1/2}^{M+1/2}\ln t\,dt\right],$$
since the terms in $\ln h$ cancel. For large $M$, Stirling's formula gives $\ln M!\to M\ln M-M+\tfrac12\ln(2\pi M)$. The integral is
$$(M+\tfrac12)\ln(M+\tfrac12)-(M+\tfrac12)+\tfrac12\ln2+\tfrac12\to(M+\tfrac12)\ln M-M+\tfrac12+\tfrac12\ln2.$$
The bracket tends to $\tfrac12(\ln\pi-1)$, and the surplus in the logarithm is $h(\ln\pi-1)$. The logarithm enters the potential with a minus sign, so the matrix acts on a slowly varying charge as if its diagonal had lost $(\ln\pi-1)h_i/2\pi$.

A given charge then produces too little potential, and $C$ comes out larger than with exact cell integrals. To first order, the change in capacitance is the potential defect weighted by the charge $s_ih_i$. This uses the symmetry of the kernel, which the collocation matrix shares to leading order:
$$\frac{\Delta C}{\varepsilon}\approx\frac{\ln\pi-1}{2\pi}\sum_i(s_ih_i)^2.$$
The estimate needs a mesh that resolves the edge charge; with 320 equal cells it is 34% too large. On that mesh the actual shift, $3.5\times10^{-3}$, happens to cancel much of the edge error treated in the next section, which has the opposite sign, so $C$ still lies below the exact value. If all cells carry comparable charge, the sum scales as $1/N$. On the quadratically graded mesh introduced below, with $N=320$, the formula predicts $3.24\times10^{-3}$ and the two matrices differ by $3.24\times10^{-3}$. The capacitance error is then about 90 times that of the fully integrated scheme.

The cure is to integrate every cell. For cell $j$ between $a_j$ and $b_j$,
$$P_{ij}=\frac1{2\pi}\Big[F_{2d}(u)-F_0(u)\Big]_{u=a_j-\xi_i}^{u=b_j-\xi_i},\qquad \sum_jP_{ij}s_j=1,\qquad \frac C\varepsilon=\sum_js_jh_j.$$

## Second failure: the charge at the edges

Close to an edge the ribbon looks like a half-plane. With $r$ the distance from the edge and $\vartheta$ the angle from the metal, the leading solution that equals $V$ on both faces is $V-\text{const}\times r^{1/2}\sin(\vartheta/2)$. Its normal field on the metal varies as $r^{-1/2}$. At edge distance $\delta$, therefore, $s\to S/\sqrt\delta$.

To see what this does to $C$, let $\sigma_h$ be the computed charge, $Q_h$ its total, and $V_h(x)$ its potential, which equals $V$ only where imposed. The kernel is symmetric, and $\sigma$ produces $V$ everywhere on the ribbon, so $\int\sigma V_h\,dx=\int\sigma_hV\,dx=VQ_h$. Subtracting this from $\int\sigma V\,dx=VQ$ gives
$$Q-Q_h=\frac1V\int\sigma\,(V-V_h)\,dx.$$

Now place the nodes at edge distances
$$\delta_j=\frac w2\left(\frac{2j}N\right)^q,\qquad j=0,\dots,N/2,$$
from each side. The following is a scaling argument, which assumes that the discrete system is stable; it is not a proof. In a cell away from the edge, the slope of $\sigma$ leaves a potential misfit of order $\sigma'h^2/\varepsilon$. This is odd about the midpoint, so it contributes only through the variation of $\sigma$ across the cell, of order $\sigma'h$. The contribution is of order $(\sigma')^2h^4$. The even misfit, of order $\sigma''h^3$, gives a term of the same size near the edge. With $\sigma'\sim\delta^{-3/2}$ and $h\sim\delta/j$,
$$\delta^{-3}h^4\sim\delta\,j^{-4}\sim N^{-q}j^{\,q-4}.$$

For $q<3$ the sum over $j$ converges, the first few cells dominate, and the error scales as $N^{-q}$. For $q=3$ the sum gives $N^{-3}\ln N$; beyond that the interior limits the rate to $N^{-3}$. The relative errors of $C$ are:

| $N$ | $q=1$ | $q=2$ | $q=3$ |
|---|---|---|---|
| 40 | $5.9\times10^{-3}$ | $3.3\times10^{-4}$ | $4.6\times10^{-5}$ |
| 160 | $1.5\times10^{-3}$ | $2.1\times10^{-5}$ | $9.8\times10^{-7}$ |
| 320 | $7.4\times10^{-4}$ | $5.3\times10^{-6}$ | $1.4\times10^{-7}$ |

The last doubling gives orders 0.998 and 1.997 for $q=1$ and $q=2$. For $q=3$ it reduces the error by a factor 7.04, less than the 8 of a pure $N^{-3}$ law. This is consistent with $N^{-3}\ln N$, which gives about 7; the scaling argument does not fix a constant factor inside the logarithm, so no closer comparison is meaningful. The choice $q=2$ has a simple meaning: the charge within $\delta$ of the edge is $2S\sqrt\delta$, and $\sqrt{\delta_j}$ is proportional to $j$, so the edge cells carry nearly equal charges.

## A reference that uses no mesh

These errors need a reference value. By symmetry half the cross-section suffices, with no flux through the plane $x=0$. Map it to the upper half of a complex $\zeta$ plane, with the gate on $\zeta<0$, the centre of the lower face at $\zeta=1$, the edge at $\zeta=t$ and the centre of the upper face at $\zeta=c=1/m$. The corner angles fix the position $z$ and the complex potential $W$, up to constant phases:
$$\frac{dz}{d\zeta}=\frac{A(\zeta-t)}{\sqrt{\zeta(\zeta-1)(\zeta-c)}},\qquad\frac{dW}{d\zeta}=\frac{B}{\sqrt{\zeta(\zeta-1)(\zeta-c)}}.$$

Write $K,E$ for the complete elliptic integrals of parameter $m$, and $K',E'$ for those of $m_1=1-m$. On $0<\zeta<1$ put $\zeta=\sin^2\alpha$; the potential difference is $V=(2B/\sqrt c)K$. On $1<\zeta<c$ put $\zeta=c\Delta^2$ with $\Delta^2=1-m_1\sin^2\theta$. Then $c-\zeta=cm_1\sin^2\theta$ and $\zeta-1=cm_1\cos^2\theta$, so the measure becomes $2\,d\theta/(\sqrt c\,\Delta)$ and the flux is $(2B/\sqrt c)K'$. Both halves together give
$$\frac C\varepsilon=\frac{2K'}K.$$

The two face centres share the same $x$, which requires $\int_0^{\pi/2}(c\Delta^2-t)\,d\theta/\Delta=0$, or $t=cE'/K'$. Starting from the upper centre,
$$x=2A\sqrt c\left[E(\theta|m_1)-\frac{E'}{K'}F(\theta|m_1)\right].$$
The height follows from $0<\zeta<1$, with $\int_0^{\pi/2}\sin^2\alpha\,d\alpha/\sqrt{1-m\sin^2\alpha}=(K-E)/m$:
$$d=2A\sqrt c\left[\frac{E'}{K'}K-K+E\right]=\frac{\pi A\sqrt c}{K'}.$$
The last step is Legendre's relation $EK'+E'K-KK'=\pi/2$. Hence
$$\frac xd=\frac2\pi\left[K'E(\theta|m_1)-E'F(\theta|m_1)\right],$$
and the edge $x=w/2$ lies where $\Delta^2=E'/K'$. This fixes $m$ from $w/d$.

The field on a face is $|dW/dz|=B/(A|\zeta-t|)$. Inserting $A$ and $B$ gives
$$\frac{|\mathcal E|}{V/d}=\frac{\pi}{2KK'\,|g|},\qquad g(\theta)=\Delta^2-\frac{E'}{K'}.$$
Each $x$ has one $\theta$ on each face, and the two fields add to $\sigma/\varepsilon$.

At the edge $g$ vanishes linearly, $|g|\approx|g_t'|\,|\eta|$, where $\eta$ is the departure of $\theta$ from its edge value. Since $|dx/d\theta|=(2dK'/\pi)|g|/\Delta$, integration gives $\delta=dK'|g_t'|\eta^2/(\pi\Delta_t)$. Eliminating $\eta$ from the sum of the two fields yields
$$S=\frac1K\sqrt{\frac{\pi}{K'd\,|g_t'|\,\Delta_t}}.$$

For $w/d=4$ the solution is $m=5.64\times10^{-4}$, with $K=1.571018$ and $K'=5.126968$. Thus $C/\varepsilon=2(5.126968)/1.571018=6.52694$; the mesh with $N=320$, $q=2$ gives 6.52690. At six positions from the centre to 0.5 nm from the edge, the densities agree within $2.1\times10^{-4}$ of their values. The edge coefficient is 0.2664 nm$^{-1/2}$ from the map and 0.2673 nm$^{-1/2}$ from the mesh charge in the outer 0.2 nm.

## Narrow and wide ribbons

For $w\ll d$ the image potential is uniform across the ribbon, and the charge is that of an isolated strip, $\sigma=Q/(\pi\sqrt{w^2/4-x^2})$. Put $x=(w/2)\cos\alpha$ and $x'=(w/2)\cos\beta$; the charge is then uniform in $\beta$. Because
$$\ln|2(\cos\alpha-\cos\beta)|=-\sum_{n\ge1}\frac2n\cos n\alpha\cos n\beta$$
averages to zero over $\beta$, the mean of $\ln|x-x'|$ is $\ln(w/4)$ at every $x$. The image supplies $\ln(2d)$, so
$$\frac C\varepsilon\to\frac{2\pi}{\ln(8d/w)}.$$
At $w/d=0.02$ this gives 1.04869, as does the mesh.

For $w\gg d$, $m\to0$, with $K\to\pi/2$, $E'\to1$ and $K'\to L=\ln(4/\sqrt m)$. At the edge $\sin^2\theta\approx1-1/L$, so $E(\theta|m_1)\approx1-1/(2L)$ and $F(\theta|m_1)\approx\tfrac12\ln(4L)$. Therefore
$$\frac wd\approx\frac4\pi\left[L-\tfrac12-\tfrac12\ln(4L)\right],\qquad\frac C\varepsilon\approx\frac{4L}\pi.$$
Eliminating $L$, with $4L\approx\pi w/d$ inside the logarithm, gives
$$\frac C\varepsilon\approx\frac wd+\frac2\pi\left[1+\ln\frac{\pi w}d\right].$$
At $w/d=20$ this is 23.27 against 23.36 from the mesh. At $w/d=4$ it gives 6.25, about 4% too low.

## The ribbon as a transistor channel

Take relative permittivity 8 and a drive of 1 V, meaning the electrostatic potential difference. One unit of $C/\varepsilon$ is then 0.0708 fF/µm, and $C=6.527\times0.0708=0.462$ fF/µm. The parallel-plate value is 0.283 fF/µm, so fringing adds 63%.

The charge density is 0.881 µC/cm² at the centre, 1.08 µC/cm² at 15 nm from it and 2.74 µC/cm² at 19.5 nm. Even the centre exceeds the plate value of 0.708 µC/cm². The field under the centre is 1.001 MV/cm, almost $V/d$, so at the centre the lower face carries nearly the plate charge and the excess sits on the upper face.

These parameters are roughly those of an n-type monolayer MoSe₂ channel buried in aluminium oxide, with electron mass $m^*=0.5\,m_0$ and fourfold degeneracy. In a wider channel fringing matters less: at $w/d=20$ the excess is 17%. Of the assumptions tested here, the one that moves the result most is the thick oxide above the ribbon. For permittivity $\varepsilon_t$ on top, matching the fields at wavenumber $k>0$ gives a potential per charge
$$G(k)=\frac1{k(\varepsilon\coth kd+\varepsilon_t)}=\frac{1-p}{k(\varepsilon+\varepsilon_t)(1+\rho p)},\qquad p=e^{-2kd},\quad\rho=\frac{\varepsilon-\varepsilon_t}{\varepsilon+\varepsilon_t}.$$
Expansion in $p$ gives images at distances $2nd$ with strengths $-(1+\rho)(-\rho)^{n-1}$ relative to the source, and the same cell integrals apply. A bare top in vacuum lowers $C$ by 21.7%, with all else fixed.

A real channel also has a finite density of states $D$. The uniform quantity is then $\phi+(k_BT/e)u$, with $n=Dk_BT\ln(1+e^u)$. Here the numerical output contains a fault: its electron numbers and densities are too small by $10^{18}$, through a wrong unit conversion. The correct mean density is $0.462$ fF/µm × 1 V divided by $e$ and by 40 nm, or $7.2\times10^{12}$ cm⁻². The fault cancelled in the electrostatic potential but put the carriers deep in the Boltzmann regime, where $u=\ln(n/Dk_BT)$ and rescaling $n$ merely shifts a constant. The capacitance meant in what follows is the differential one, the change of charge per change of this uniform level. Its printed change, −2.55%, is therefore the Boltzmann result at the correct charge. For a fixed charge shape, the thermal term adds a fraction $k_BT/eV=0.0259$ to $1/C$, which accounts for −2.5%.

Fermi statistics multiply this term by $y/(1-e^{-y})$, where $y=n/(Dk_BT)$. With $D=4.18\times10^{14}$ eV⁻¹cm⁻² the mean density gives $y=0.67$ and a factor 1.37, hence a change of about −3.4% if the density is taken as uniform. Solving for the actual profile with Fermi statistics and the correct density gives −3.95%, since the factor is larger at the denser edges.

The electron wavefunctions also vanish at the side walls. For hard walls and Boltzmann carriers, averaging $1-\cos2kx$ over thermal wavenumbers gives $n/n_0=1-\exp(-2m^*k_BTx^2/\hbar^2)$ at distance $x$ from a wall. The missing width per side is
$$\frac{\sqrt\pi}2\,\frac{\hbar}{\sqrt{2m^*k_BT}}=1.5\ \text{nm}$$
at 300 K. Narrowing the metallic ribbon by this amount on both sides lowers $C$ by 5.2%. This figure overestimates the effect more than threefold. At the mean density found above, Fermi statistics reduce the missing width to 1.3 nm. Moreover, the derivation assumes a flat potential, whereas in the charged ribbon the electrons repel one another towards the walls, which offsets much of the depletion. Solving the wavefunctions and the potential together, with hard walls and Fermi statistics at the same charge, lowers the differential capacitance by 5.4% relative to the metallic ribbon. This includes the finite density of states and lies only 1.5% below the local Fermi result. Moving the charge plane 0.35 nm further from the gate lowers $C$ by 2.3%. These changes were found separately and need not add.

The classical edge field diverges, but its average over the outer 1 nm and both faces is 2.7 MV/cm, below a rough oxide breakdown field of 7 MV/cm. From $S$, the local mean of the two faces reaches 7 MV/cm only within 0.04 nm of the edge, below atomic spacing, where the continuum model has no meaning. For a 2.5 eV barrier and an oxide mass of $0.3\,m_0$, a rectangular barrier of 1.5 eV across 10 nm bounds the semiclassical tunnelling factor by about $10^{-30}$. Leakage through defects is not covered by that bound. Edge traps, roughness and the spin splitting of the conduction band are also left out.

Mesh refinement thus makes the numerical error of this model far smaller than its physical uncertainty. For the total capacitance, 40 cells with $q=2$ already suffice here; a finer mesh serves to resolve the edge charge, down to the nanometre scale at which the metallic picture fails.

## Numbers as computed

```
Ribbon width 40.0 nm; gate distance 10.0 nm
Drive 1.0 V; relative permittivity 8.0
Temperature 300 K; band mass 0.50 m0
Spin-valley degeneracy 4
Map parameter m 5.641540e-04
K(m) 1.571018; K(1-m) 5.126968; E(1-m) 1.001305
Reference C/eps 6.5269377
Relative capacitance errors: N, q=1, q=2, q=3
    20  1.163e-02  1.310e-03  2.977e-04
    40  5.890e-03  3.329e-04  4.560e-05
    80  2.964e-03  8.390e-05  6.756e-06
   160  1.487e-03  2.106e-05  9.769e-07
   320  7.445e-04  5.275e-06  1.387e-07
Last observed order: q=1 0.998; q=2 1.997
Mesh C/eps (N=320, q=2) 6.5269033
Smallest cell 7.812e-04 nm; largest 0.2492 nm
C/eps with midpoint off-diagonals 6.530139
Midpoint shift 3.2352e-03; predicted 3.2425e-03
Narrow w/d=0.02: C/eps mesh 1.048686; limit 1.048689
Wide w/d=20: C/eps mesh 23.36250; limit 23.27252
Wide formula at example w/d: C/eps 6.24792
Capacitance per length 0.46232 fF/um
Parallel-plate capacitance 0.28333 fF/um
Ratio to parallel plate 1.6317
Plate charge density 0.7083 uC/cm2
Position from centre (nm), mesh and map charge density (uC/cm2)
    0.0  0.88101  0.88103
    5.0  0.89073  0.89073
   10.0  0.93121  0.93121
   15.0  1.08048  1.08047
   18.0  1.48188  1.48182
   19.5  2.74191  2.74135
Largest relative profile difference 2.05e-04
Edge coefficient S: mesh 0.26733, map 0.26638 nm^-1/2
Lower-face field at centre 1.0014 MV/cm
Electrons per length 0.0 per um
Mean electron density 7.2139e-06 cm^-2
Density of states 4.1773e+14 eV^-1 cm^-2; kT 0.02585 eV
Finite-DOS differential C 0.45055 fF/um
Finite-DOS capacitance change -2.55 %
Outer 1 nm mean density: metal 2.398e-05 cm^-2
Outer 1 nm mean density: finite DOS 2.162e-05 cm^-2
Wall depletion per side 1.522 nm
Lowest transverse level 0.470 meV
Capacitance change from wall depletion -5.21 %
Capacitance change with bare top -21.68 %
Charge-plane shift 0.35 nm: C change -2.31 %
Edge field, outer 1 nm 2.712 MV/cm; breakdown 7.0 MV/cm
Oxide barrier 2.5 eV; oxide mass 0.3 m0
Upper bound, log10 of tunnelling factor -29.9
```
